# The Wang-Teter kinetic kernel from Lindhard response and its FFT evaluation, part 2

Orbital-free density functional theory needs the noninteracting kinetic energy $T_s$ as an explicit functional of the density $\rho$. The Wang-Teter functional $T=T_{TF}+T_{vW}+T_{NL}$ adds to the Thomas-Fermi and von Weizsäcker terms a nonlocal term that makes the energy cost of a weak ripple on the uniform gas exact at every wavevector.

Hartree atomic units, spin-unpolarized electrons and zero temperature are used. The periodic cell has volume $\Omega$ and $N$ electrons, $f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, $w(q)=\int w(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, and

$$\rho_0=\frac N\Omega,\quad k_F=(3\pi^2\rho_0)^{1/3},\quad \eta=\frac{q}{2k_F},\quad C_{TF}=\tfrac{3}{10}(3\pi^2)^{2/3}.$$

$$T_{TF}=C_{TF}\!\int_\Omega\!\rho^{5/3},\qquad T_{vW}=\frac18\!\int_\Omega\!\frac{|\nabla\rho|^2}{\rho}$$

For $\rho=\rho_0+\delta\rho$ at fixed $N$,

$$T[\rho]=T[\rho_0]+\frac\Omega2\sum_{\mathbf G\ne0}K(G)|\delta\rho_{\mathbf G}|^2+O(\delta\rho^3).\tag2$$

In a potential $v$, $\delta T_s/\delta\rho+v=\mu$. With the response $\delta\rho_{\mathbf q}=\chi(q)v_{\mathbf q}$,

$$K_s(q)=-\frac1{\chi(q)}.\tag3$$

$$\chi=-\frac{k_F}{\pi^2}L(\eta),\qquad L=\frac12+\frac{1-\eta^2}{4\eta}\,\ell,\qquad \ell=\ln\left|\frac{1+\eta}{1-\eta}\right|,\tag4$$

$T_{TF}+\lambda T_{vW}$ has $K=(\pi^2/k_F)(1+3\lambda\eta^2)$. For a nonlocal term coupling $\rho^\alpha(\mathbf r)$ to $\rho^\beta(\mathbf r')$, matching $K=K_s$ with $w(0)=0$ gives

$$w(q)=\frac{5}{9\alpha\beta}\,\rho_0^{5/3-\alpha-\beta}\,F(\eta),\tag6$$

where $F(\eta)=1/L(\eta)-1-3\eta^2$. Perrot takes $\alpha=\beta=1$, Smargiassi-Madden $\alpha=\beta=\frac12$, and Wang-Teter $\alpha=\beta=5/6$:

$$w(q)=\tfrac45F(\eta),\qquad T_{NL}=C_{TF}\Omega\sum_{\mathbf G}w(G)\,|\phi_{\mathbf G}|^2,\qquad\phi=\rho^{5/6}.\tag7$$

$$L'=\frac1{2\eta}-\frac{1+\eta^2}{4\eta^2}\ell,\qquad F'=-\frac{L'}{L^2}-6\eta.\tag8$$

Small $\eta$: $F=-\tfrac83\eta^2+\tfrac8{45}\eta^4+\dots$ Large $\eta$: $F=-\tfrac85-\tfrac{24}{175}\eta^{-2}+\dots$

The final listing compares $T_{NL}$, for a 50 percent cosine modulation, with its slow and fast limits:

$$T_{NL}\to-\frac89\int\Big(\frac\rho{\rho_0}\Big)^{2/3}\frac{|\nabla\rho|^2}{8\rho},$$
$$T_{NL}\to-\tfrac{32}{25}C_{TF}\Big[\int\rho^{5/3}-\Omega\langle\rho^{5/6}\rangle^2\Big].$$

## The kernel in real space

The constant $-32/25$ at large $q$ transforms to $-\frac{32}{25}\delta(\mathbf r)$. The behaviour at large $r$ is set by the non-analytic point $q=2k_F$; at $q=0$ the series contains even powers of $q$ and is analytic. With $y=\eta-1$, $(1-\eta^2)/(4\eta)\simeq-y/2$ and $\ell=\ln(2+y)-\ln|y|$, so the leading non-analytic part of $L-\frac12$ is $\frac y2\ln|y|$. From $1/L=2-4(L-\frac12)+\dots$, that of $w$ is $-\frac85y\ln|y|$. Angular integration gives

$$w(r)=\frac1{2\pi^2r}\int_0^\infty q\,w(q)\sin(qr)\,dq .$$

Put $x=q-2k_F=2k_Fy$. Near the singular point $q\,w\simeq-\frac85x\ln|x|$ plus analytic terms. The transform of $x\ln|x|$ for $r>0$, in the sense of distributions, follows in two steps. Because $(\ln|x|)'=\mathrm P\,1/x$ and $\mathrm P\!\int e^{ixr}dx/x=i\pi$, integration by parts gives $-ir\int\ln|x|e^{ixr}dx=i\pi$, so this integral is $-\pi/r$. A factor $x$ is $-i\,d/dr$, which gives $-i\pi/r^2$. Then the radial integral is $-\frac85\,\mathrm{Im}[e^{2ik_Fr}(-i\pi/r^2)]=\frac{8\pi}5\cos(2k_Fr)/r^2$, and to leading order in $1/r$

$$w(r)\simeq\frac4{5\pi}\frac{\cos(2k_Fr)}{r^3}.$$

A numerical radial transform gives $r^3w=0.2529$ at $2k_Fr=251.33$ and $-0.2529$ half a period later, 0.7 percent below the asymptote 0.25465 in magnitude. With the volume element $4\pi r^2dr$, the part of $\int w\,d^3r$ beyond a radius $R$ falls off as $1/R$, so a real-space cutoff spoils $w(0)=0$ at that order. In reciprocal space the sum over all periodic images is contained in the numbers $w(G)$.

## Evaluation by FFT

On $N_g$ grid points take the forward transform unnormalized, $\tilde f_{\mathbf G}=\sum_jf(\mathbf r_j)e^{-i\mathbf G\cdot\mathbf r_j}$, and the inverse with $1/N_g$, so that $f_{\mathbf G}=\tilde f_{\mathbf G}/N_g$. The energy (7) is $C_{TF}\Omega N_g^{-2}\sum w(G)|\tilde\phi_{\mathbf G}|^2$, with $w=0$ at $\mathbf G=0$ and $w=-8/5$ at $\eta=1$. On an $8^3$ grid it equals the explicit double sum over point pairs, with $w(\mathbf r_i-\mathbf r_j)=\Omega^{-1}\sum_{\mathbf G}w(G)e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}$ built over the same $\mathbf G$ without FFT; both give $-0.15440277$ Ha, which tests the normalization.

For the potential at fixed $\rho_0$, $T_{NL}$ is a symmetric quadratic form in $\phi$, so $\delta T_{NL}=2C_{TF}\int\delta\phi\,(w*\phi)$ with $\delta\phi=\frac56\rho^{-1/6}\delta\rho$:

$$v_{NL}(\mathbf r)=\tfrac53C_{TF}\,\rho^{-1/6}\,\mathrm{IFFT}\big[w\cdot\mathrm{FFT}\,\phi\big].\tag9$$

No further factor appears, since $(w*\phi)(\mathbf r)=\sum w(G)\phi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and the $1/N_g$ sits in the inverse transform. Two FFTs replace a sum over $N_g^2$ pairs. The other terms are $v_{TF}=\frac53C_{TF}\rho^{2/3}$ and, from $T_{vW}=\frac12\int|\nabla\sqrt\rho|^2$ with $\delta\sqrt\rho=\delta\rho/(2\sqrt\rho)$, $v_{vW}=-\nabla^2\sqrt\rho/(2\sqrt\rho)$, where $-\nabla^2$ is multiplication by $G^2$.

If $N$ varies, $\rho_0$ changes by $\int\delta\rho/\Omega$ and $\eta\propto\rho_0^{-1/3}$ by $d\eta/d\rho_0=-\eta/(3\rho_0)$. This adds to (9) the position-independent term

$$\frac1\Omega\frac{\partial T_{NL}}{\partial\rho_0}=-\frac{4C_{TF}}{15\rho_0}\sum_{\mathbf G}\eta F'(\eta)|\phi_{\mathbf G}|^2 .$$

At fixed $N$ and $\Omega$ it shifts $\mu$ and leaves the density unchanged. By (8) it diverges logarithmically if a $\mathbf G$ with $\phi_{\mathbf G}\ne0$ has length $2k_F$. All three potentials and this constant are tested against finite differences of the energy. Two conditions limit the scheme: $\rho^{5/6}$ has harmonics beyond those of $\rho$, so the grid must be converged for $\phi$, and $\rho^{-1/6}$ in (9) requires $\rho>0$.

## Order of the error

Let $\rho$ be the exact density in a potential of strength $V$, and assume it has a power series in $V$, which needs $\mu$ away from the band gaps that $v$ opens. The expansions (2) of $T$ and $T_s$ agree through the quadratic term, so $T-T_s=O(V^3)$. For a single cosine, a shift by half a period turns $V$ into $-V$ and changes neither functional; the difference is even in $V$ and is $O(V^4)$. For $T_{TF}+T_{vW}$ the quadratic terms differ and the error is $O(V^2)$. Halving $V$ at $\eta=0.4$, 0.7 and 1.5 reduces the Wang-Teter error by a factor 16.00 and the $T_{TF}+T_{vW}$ error by a factor 4.00 at each of the three values. With harmonics $q$ and $2q$ both present no shift reverses both signs, and the part of the Wang-Teter error odd in $V$ falls by 7.98, as a cubic term requires.

## Worked example

The model is noninteracting electrons at $r_s=2$ bohr in $v=V\cos(qz)$ with round parameters $\eta=1.2$, $V=0.2$ Ha. Then $\rho_0=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$, $k_F=0.959579$ bohr$^{-1}$, $E_F=0.460396$ Ha and $q=2.4k_F=2.302990$ bohr$^{-1}$.

The exact reference separates. Motion along $z$ has bands $\varepsilon_n(k)$ with periodic parts $u_{nk}$, normalized to cell average 1, from diagonalization in plane waves $k+mq$ coupled by $V/2$. Transverse motion is free and is filled up to $E=(\mu-\varepsilon_n)_+$. A disc of radius $\kappa$, $\kappa^2=2E$, holds $2\pi\kappa^2/(2\pi)^2=E/\pi$ electrons per area with kinetic energy $\int_0^Ee\,de/\pi=E^2/(2\pi)$. With $t_{nk}$ the kinetic energy along $z$,

$$\rho(z)=\int\!\frac{dk}{2\pi}\sum_n\frac E\pi|u_{nk}|^2,\qquad\frac{T_s}\Omega=\int\!\frac{dk}{2\pi}\sum_n\Big[\frac E\pi t_{nk}+\frac{E^2}{2\pi}\Big],$$

with $k$ over one zone. Fixing the mean at $\rho_0$ gives $\mu=0.4496$ Ha, below the first gap, which is centred near $\eta^2E_F$ with half-width $V/2$ to leading order.

From (4), $L=\frac12-\frac{0.44}{4.8}\ln11=0.280193$. Then $F=1/0.280193-1-3(1.44)=-1.75103$, $w=0.8F=-1.40082$ and $\chi=-0.280193/10.28535=-0.027242$ bohr$^{-3}$/Ha. Linear response predicts the relative amplitude $\chi V/\rho_0=-0.1826$; the exact density has $-0.1815$ in $\cos qz$ and $0.00537$ in $\cos2qz$.

On the exact density the FFT gives $\phi_1=-4.0546\times10^{-3}$ bohr$^{-5/2}$. The pair $G=\pm q$ contributes to (7), per electron,

$$\frac{2C_{TF}w\phi_1^2}{\rho_0}=\frac{2(2.87123)(-1.40082)(4.0546\times10^{-3})^2}{0.029842}=-4.43\times10^{-3}\ \text{Ha}.$$

The pair $\pm2q$ adds $-2.0\times10^{-6}$ Ha and $\pm3q$ adds $-2.4\times10^{-10}$ Ha. Per electron, $T_{TF}=0.278769$, $T_{vW}=0.010966$ and $T_{NL}=-0.004433$ Ha, with sum 0.285301 Ha, against the exact 0.285289 Ha and the uniform 0.276238 Ha (sums of rounded entries can differ in the last digit). The exact change is $\Delta T=0.009052$ Ha $=0.2463$ eV per electron. Errors below are relative to this $\Delta T$.

| Functional | $\Delta T$ (Ha) | error (%) |
|---|---|---|
| TF | 0.002531 | −72.04 |
| TF+vW/9 | 0.003750 | −58.57 |
| TF+vW | 0.013497 | +49.11 |
| Wang-Teter | 0.009064 | +0.13 |
| Perrot | 0.009065 | +0.15 |
| Smargiassi-Madden | 0.009053 | +0.02 |

The first three rows follow from the quadratic term, where the ratio of model to exact is $(1+3\lambda\eta^2)L$: $0.2802$ for $\lambda=0$, $1.48\times0.2802$ for $\lambda=1/9$ and $5.32\times0.2802$ for $\lambda=1$, that is $-72$, $-59$ and $+49$ percent. The Wang-Teter error is 0.33 meV per electron. Smargiassi-Madden is closer here. The three kernels differ in terms that the matching does not control, and one weak cosine potential does not rank them.

For the self-consistent Wang-Teter density, let $R=v_{TF}+v_{vW}+v_{NL}+v$, which must be constant. A Newton step with the uniform-gas Hessian solves $K\,\delta\rho_{\mathbf G}=-R_{\mathbf G}$, so $\delta\rho_{\mathbf G}=\chi(G)R_{\mathbf G}$ for $\mathbf G\ne0$; this conserves $N$, and its first step from $\rho_0$ is linear response. It converges here to relative amplitudes $-0.1811$ and $0.00615$. The first is within 0.3 percent of the exact amplitude, but the second is 15 percent larger than the exact 0.00537. The potential has no $2q$ component, so at order $V^2$ the Euler equation reads $K(2q)\,\delta\rho_{2q}=-\frac12K_3\,\delta\rho_q^2$, where $K_3$ is the third variation coupling $q,q,-2q$. The matching fixed $K$ and left $K_3$ to the choice of exponents, so the second harmonic carries an error already at its leading order.

The energy shows the same division. At second order, with $A=\chi V$, $\Delta E/\Omega=-A^2/(4\chi)+VA/2=\chi V^2/4$, which is $-0.009129$ Ha per electron. The exact value is $-0.009103$ Ha ($-0.2477$ eV) and the Wang-Teter value $-0.009092$ Ha ($-0.2474$ eV), an error of about 0.1 percent of the exact $\Delta E$. The part beyond second order is $+26\times10^{-6}$ Ha exactly computed and $+37\times10^{-6}$ Ha in the functional: right in sign, and about 40 percent too large. The small total error at this amplitude comes from the dominance of the quadratic term.

## Calculated quantities

```
rs = 2.0 bohr, rho0 = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
EF = 0.460396 Ha, CTF = 2.871234, pi^2/kF = 10.28535 Ha bohr^3
eta = 0.25: L = 0.978899, F = -0.165944, w_WT = -0.132755
eta = 0.50: L = 0.911980, F = -0.653484, w_WT = -0.522787
eta = 0.75: L = 0.783779, F = -1.411629, w_WT = -1.129304
eta = 1.00: L = 0.500000, F = -2.000000, w_WT = -1.600000
eta = 1.50: L = 0.164700, F = -1.678371, w_WT = -1.342696
eta = 2.00: L = 0.088020, F = -1.638996, w_WT = -1.311197
eta = 5.00: L = 0.013442, F = -1.605591, w_WT = -1.284472
minimum of F = -2.05142 at eta = 0.9776
small eta (x = eta): F = 8*x**4/45 - 8*x**2/3 ; large eta (x = 1/eta): F = -24*x**2/175 - 8/5
eta = 0.4677: WT Hessian 11.1367, -1/chi 11.1367 Ha bohr^3
eta = 0.8047: WT Hessian 13.8335, -1/chi 13.8335 Ha bohr^3
eta = 1.3559: WT Hessian 49.4935, -1/chi 49.4934 Ha bohr^3
constant from rho0 dependence, 3D test density = 0.014846 Ha
T_NL 8^3 grid: double sum -0.15440277 Ha, FFT -0.15440277 Ha
T_NL / limit: eta = 0.01 0.999993, eta = 50 1.000034
2 kF r = 251.33: r^3 w(r) = 0.25290, asymptote 0.25465
2 kF r = 254.47: r^3 w(r) = -0.25291, asymptote -0.25465
eta = 0.4, V = 0.01 Ha halved: error ratio WT 16.00, TF+vW 4.00
eta = 0.7, V = 0.01 Ha halved: error ratio WT 16.00, TF+vW 4.00
eta = 1.5, V = 0.04 Ha halved: error ratio WT 16.00, TF+vW 4.00
two harmonics, eta = 0.7, V = 0.02 Ha halved: odd WT error ratio 7.98
example: eta = 1.2, V = 0.2 Ha, q = 2.302990 bohr^-1, period = 2.72827 bohr
L = 0.280193, F = -1.751031, chi = -0.027242 bohr^-3/Ha, mu = 0.449568 Ha
exact amplitudes/rho0: first -0.181545, second 0.005367; linear -0.182577
phi_0 = 5.352037e-02 bohr^-5/2
m = 1: phi = -4.054575e-03 bohr^-5/2, w = -1.400824, pair term -4.43151e-03 Ha/electron
m = 2: phi = 8.910484e-05 bohr^-5/2, w = -1.300770, pair term -1.98738e-06 Ha/electron
m = 3: phi = -9.780579e-07 bohr^-5/2, w = -1.288785, pair term -2.37239e-10 Ha/electron
per electron: uniform 0.276238, TF 0.278769, vW 0.010966, NL -0.004433 Ha
T exact = 0.285289 Ha/electron, T WT = 0.285301 Ha/electron
dT exact = 0.009052 Ha/electron = 0.2463 eV/electron
dT TF = 0.002531 Ha/electron, error -72.04 percent
dT TF+vW/9 = 0.003750 Ha/electron, error -58.57 percent
dT TF+vW = 0.013497 Ha/electron, error +49.11 percent
dT Wang-Teter = 0.009064 Ha/electron, error +0.13 percent
dT Perrot = 0.009065 Ha/electron, error +0.15 percent
dT Smargiassi-Madden = 0.009053 Ha/electron, error +0.02 percent
WT kinetic error = 0.33 meV/electron
self-consistent WT amplitudes/rho0: first -0.181100, second 0.006149
dE exact = -0.009103 Ha/electron = -0.2477 eV/electron
dE WT = -0.009092 Ha/electron = -0.2474 eV/electron
dE second order chi V^2/(4 rho0) = -0.009129 Ha/electron
```
